How uniform space charge raises a film's mean inverse susceptibility

**1. The decision**

To compute the capacitance of a high-permittivity film that contains trapped charge, one must decide whether the susceptibility of the uncharged material may be used at zero bias. The mean polarization of a symmetric film is then zero, which suggests that it may. The local polarization is not zero, however, and a dielectric whose force law stiffens with polarization responds less easily where it is already polarized. A second decision follows: should one average the susceptibility or its inverse?

For a uniform charge density ρ in a film of thickness t, the inverse is the quantity to average, and its mean rises by bρ²t²/4. Here b is the cubic coefficient of the dielectric force law.

**2. Model and conventions**

The film occupies −t/2 < x < t/2 between identical metal electrodes. All quantities vary along x alone. The local relation between field E and polarization P is

E = aP + bP³, with a > 0 and b > 0.  (1)

The inverse susceptibility is the slope of this law,

k = dE/dP = a + 3bP².  (2)

In SI units k is in m/F, and the dimensionless susceptibility is χ = 1/(ε0k). Some authors call ε0k the inverse susceptibility; this multiplies every k below by the same constant.

The displacement is D = ε0E + P. Where ε0k is much smaller than one, the vacuum term contributes little, and we set D ≈ P. Section 7 restores it.

The charge is frozen: ρ changes neither with the applied voltage nor with time during the measurement. The voltage V is the potential of the left electrode minus that of the right,

V = ∫ E dx, from −t/2 to t/2.  (3)

"Unbiased" means V = 0. Electrodes with different work functions would add a built-in voltage, treated in Section 4.

**3. The charged film keeps its force law**

Gauss's law is dD/dx = ρ. With D ≈ P and constant ρ, integration gives

P(x) = P0 + ρx.  (4)

Since the mean of x over the film is zero, P0 is the mean polarization. Gauss's law fixes the slope of P, and the voltage must fix P0. Inserting (4) in (1) and expanding the cube,

E = a(P0 + ρx) + b(P0³ + 3P0²ρx + 3P0ρ²x² + ρ³x³).  (5)

Now average over the thickness, writing ⟨…⟩ for (1/t)∫…dx. The odd powers give ⟨x⟩ = ⟨x³⟩ = 0. The even power gives

⟨x²⟩ = (1/t) × 2 × (t/2)³/3 = t²/12.  (6)

The average of E is V/t, so

V/t = aP0 + bP0³ + 3bP0ρ² × t²/12
  = (a + bρ²t²/4)P0 + bP0³.  (7)

With the abbreviation

A = a + bρ²t²/4,  (8)

the film as a whole obeys V/t = AP0 + bP0³. This is the original force law with a larger linear coefficient and the same cubic one. Within this model the charge acts on the terminals as a stiffening of the material.

At V = 0, equation (7) reads P0(A + bP0²) = 0. The bracket is positive, so P0 = 0 is the only real solution. The unbiased film therefore has

P(x) = ρx.  (9)

For positive ρ the polarization points away from the midplane on both sides. It reaches ρt/2 in magnitude at the edges.

**4. The mean inverse susceptibility and the capacitance**

From (2) and (9) the local inverse susceptibility is

k(x) = a + 3bρ²x².  (10)

Its mean follows from (6):

⟨k⟩ = a + 3bρ² × t²/12 = a + bρ²t²/4.  (11)

This is the stated result. The factor 3 comes from differentiating the cube, and the factor 1/12 from the mean of x². At the midplane k = a. At the edges x² = t²/4, and the rise is 3bρ²t²/4, three times the mean rise. The sign of ρ does not matter, because k depends on P².

To see why the inverse must be averaged, change the voltage by a small δV. Since ρ is frozen, Gauss's law for the change is d(δD)/dx = 0, so δD is the same at every x. The field changes by δE(x) = k(x)δD, and

δV = ∫ k(x) δD dx = t⟨k⟩δD.  (12)

The charge per area on the left electrode equals D just inside the film, because the field in the metal is zero. It therefore changes by δD, and the small-signal capacitance per area is

C = δD/δV = 1/(t⟨k⟩).  (13)

The slices of the film act as capacitors in series, whose inverse capacitances add.

The same argument covers a biased film. Then P² has the mean P0² + ρ²t²/12, since the cross term 2P0ρx averages to zero, and

⟨k⟩ = a + bρ²t²/4 + 3bP0².  (14)

Differentiating (7) with respect to P0 gives the same expression, as it must. A built-in voltage has the effect of an applied one: V in (7) is replaced by the total potential difference across the film. By (14), the capacitance is greatest where that total is zero and P0 vanishes. For unlike electrodes, the result (11) therefore belongs to the peak of the capacitance–voltage curve, and not to zero applied voltage, provided that the charge stays frozen and uniform over the sweep.

**5. What the distribution of charge does**

Let σ = ρt be the total charge per area. The rise in (11) is then bσ²/4. At fixed ρ it grows as t², but at fixed σ it does not depend on thickness. A thickness series must state which of the two is held fixed.

Suppose the same σ is placed in a thin sheet at the midplane. Gauss's law then gives P = −σ/2 on the left and +σ/2 on the right. Everywhere outside the sheet P² = σ²/4, so the rise is

3b × σ²/4 = 3bσ²/4,  (15)

three times the uniform value. If instead half of σ lies in a thin sheet beside each electrode, P vanishes between the sheets and the rise tends to zero as the sheets approach the electrodes. For symmetric charge of one sign, |P| cannot exceed σ/2, so (15) is also the upper limit at fixed σ. For such charge, the total alone thus leaves the rise undetermined between zero and 3bσ²/4. Charge of mixed sign with the same total can exceed this limit.

**6. The other average**

The mean susceptibility is a different quantity. Define

q = (ρt/2)√(3b/a),  (16)

so that k = a(1 + q²u²) with u = 2x/t running from −1 to 1. Equation (11) becomes ⟨k⟩ = a(1 + q²/3). The mean of 1/k is, by symmetry,

⟨1/k⟩ = (1/a)∫ du/(1 + q²u²), from 0 to 1,
  = arctan(q)/(aq).  (17)

For small q, arctan(q)/q = 1 − q²/3 + q⁴/5 − …, while

1/⟨k⟩ = (1/a)(1 − q²/3 + q⁴/9 − …).  (18)

The two agree to order q² and first differ at order q⁴, by 4q⁴/(45a). For weak charging either average serves. For large q they separate: ⟨k⟩ tends to aq²/3, while 1/⟨1/k⟩ tends to 2aq/π, because arctan(q) tends to π/2. The mean susceptibility is then dominated by the soft region near the midplane, whereas the capacitance is limited by the stiff outer parts. This limit stays within the model only while ε0k remains small at the edges.

**7. Restoring the vacuum term**

With D = ε0E + P, Gauss's law fixes D = ρx in the unbiased film, and P = D − ε0E. The force law becomes

E = a(D − ε0E) + b(D − ε0E)³.  (19)

Seek E = a₁D + b₁D³ + c₁D⁵ + …. The terms linear in D give a₁ = a − ε0aa₁, hence

a₁ = a/(1 + ε0a).  (20)

To lowest order P = (1 − ε0a₁)D = D/(1 + ε0a). The cubic terms then give b₁ = −ε0ab₁ + b/(1 + ε0a)³, or

b₁ = b/(1 + ε0a)⁴.  (21)

For the fifth power, the cube in (19) contributes 3b[D/(1 + ε0a)]² × (−ε0b₁D³). Collecting terms,

c₁ = −3ε0bb₁/(1 + ε0a)³.  (22)

The quantity that sets the capacitance is now ⟨dE/dD⟩. Its cubic part gives a rise b₁ρ²t²/4. For the fifth-power part, ⟨x⁴⟩ = t⁴/80, so 5c₁⟨D⁴⟩ = c₁ρ⁴t⁴/16. Divided by b₁ρ²t²/4 this is

c₁ρ²t²/(4b₁) ≈ −3ε0 × bρ²t²/4,  (23)

where (1 + ε0a)³ has been replaced by one. Both corrections make the charge-induced rise smaller than (11) says.

**8. A worked film**

Take rough room-temperature parameters of strontium titanate: χ = 300 without charge, so a = 3.765 × 10⁸ m/F, and b = 7 × 10⁹ V m⁵/C³. The film is 50 nm thick. It holds a net positive charge of 2 × 10¹⁹ elementary charges per cm³, as 10¹⁹ doubly ionized oxygen vacancies per cm³ would supply if they were evenly spread and held in place. Then ρ = 3.204 × 10⁶ C/m³ and

ρt = 3.204 × 10⁶ × 50 × 10⁻⁹ = 0.1602 C/m².

The edge polarization is half of this, 8.0 μC/cm². The rise is

bρ²t²/4 = 7 × 10⁹ × (0.1602)²/4 = 4.49 × 10⁷ m/F,

or 11.9 % of a. The mean inverse susceptibility becomes 4.21 × 10⁸ m/F, and the effective susceptibility falls from 300 to 268. The capacitance falls from 5.31 to 4.75 μF/cm². The plain mean of the susceptibility would be 270.3 instead of 268.0; the two averages are close because q² = 3 × 0.119 = 0.36 is still small.

The result was tested by solving the nonlinear Poisson equation for the potential on 400 cells, with D = P, and differentiating the electrode response numerically. Four cases were used: the film above; twice its charge density; twice its thickness; and charge density and thickness multiplied by −1.5 and 1.5. The computed rise agreed with bρ²t²/4 to within 6.2 × 10⁻⁶ of the rise. This is the size expected of the grid: the mean square position of n equally spaced cell midpoints is (t²/12)(1 − 1/n²), and 1/n² = 6.25 × 10⁻⁶ for n = 400. At 0.2, 0.5 and 1 V, equations (7) and (14) held to a relative error of 7 × 10⁻⁷. These voltages test the equations; they do not imply that a real film would remain free of electrons at 1 V.

With the vacuum term restored, the solver gives a rise 1.44 % smaller than (11). Equation (21) accounts for 1.32 %. Equation (23) adds 3 × 0.119/300 = 0.12 %, which accounts for the remainder at this precision.

**9. Can the film stay depleted?**

Positive charge raises the electrostatic potential at the midplane and so lowers the energy of electrons there. If the conduction band comes too close to the Fermi level, electrons enter and neutralize the charge. With E = aρx + bρ³x³, the midplane potential relative to the film edges is

φ(0) − φ(t/2) = ∫ E dx, from 0 to t/2,
  = aρt²/8 + bρ³t⁴/64.  (24)

For the example this is 0.377 + 0.022 = 0.40 V.

Real electrodes also have a finite interface capacitance Ci per area. Taking the rough value 100 μF/cm² (1 F/m²) for each interface, the edge displacement of 0.080 C/m² produces a further drop of 0.08 V. With a rough electrode barrier of 0.9 eV, the band edge at the midplane lies

0.90 − 0.08 − 0.40 = 0.42 eV

above the Fermi level. For a density-of-states mass of 5 electron masses, the electron density there is about 2 × 10¹³ cm⁻³, a millionth of the fixed charge density. As far as conduction electrons are concerned, the assumption of full depletion is consistent. It also requires that the vacancies do not capture electrons. If the level at which a doubly charged vacancy takes up one electron lies 0.3 eV below the band edge, a self-consistent estimate lowers the rise by less than 1 %; at 0.4 eV it lowers it by about 9 %, and at 0.5 eV by about 29 %. The charge is then no longer uniform and need not stay frozen. The worked figures assume a level shallower than about 0.3 eV.

It does not survive much thickening at fixed ρ. If t is multiplied by s, the total potential rise is 0.377s² + 0.022s⁴ + 0.08s volts. This reaches 0.9 V at s ≈ 1.37, or about 69 nm. Electrons collect near the midplane before that thickness is reached, and the t² law ends. A larger barrier moves the limit to thicker films, and a larger charge density to thinner ones.

**10. Interfaces and the thickness series**

The interface capacitance also enters the measured response. For two identical linear interface layers, the voltage drops are (P0 − ρt/2)/Ci on the left and (P0 + ρt/2)/Ci on the right. Their sum is 2P0/Ci: the charge cancels, and the layers add in series. The apparent mean inverse susceptibility, defined as 1/(Ct) with t the film thickness, is

kapp = a + bρ²t²/4 + 2/(Cit).  (25)

For the example the last term is 2/(1 × 50 × 10⁻⁹) = 4.0 × 10⁷ m/F, or 0.89 of the charge term. A single capacitance therefore cannot distinguish them. A thickness series can, if a, b, ρ and Ci are the same in all films, because one term grows as t² and the other falls as 1/t. Setting the derivative of (25) to zero,

bρ²t/2 = 2/(Cit²),  (26)

and multiplying by t shows that the interface term is then twice the charge term. Their ratio varies as 1/t³, so the minimum of kapp lies at

t = 50 × (0.89/2)^(1/3) ≈ 38 nm.

Below this thickness the apparent susceptibility is reduced mainly by the interfaces. The two terms are equal at about 48 nm. The charge term is the larger only above that, and by about 65 nm electrons at the midplane have already cut it some 6 % below the t² law, so the useful range is narrow. In a 5 nm film at the same ρ, the charge term would be 100 times smaller than at 50 nm, about 0.12 % of a, while the interface term would be ten times larger and comparable with a itself. For films of this material a few nanometres thick, uniform charge of this density is thus a negligible source of stiffening in this model.

**11. Heat and the soft mode**

In a Curie–Weiss description a = (T − Tc)/(ε0K), with Curie constant K. Taking a rough Tc = 35 K and requiring χ = 300 at 300 K gives K = 300 × 265 = 79 500 K. The charge-induced rise is then equivalent to heating the uncharged film by

ΔT = ε0K × bρ²t²/4 ≈ 32 K.

At 358 K, with b and ρ unchanged, the uncharged susceptibility is 246 and the charged one 224. The charge term is the same in absolute size but has fallen to 9.8 % of the larger a. Heating and charging therefore look alike in one measurement of ⟨k⟩, though charging makes k vary across the film and heating does not.

The link to the soft mode follows by giving the polarization an inertia μ. A small oscillation δP along x obeys μ d²δP/dt'² = δE − kδP, where t' is time. With D ≈ P and frozen charge, δP is the same at every x, as in Section 4. At fixed voltage δE averages to zero over the film, so the thickness average of this equation is μ d²δP/dt'² = −⟨k⟩δP. The squared frequency of this uniform oscillation is ⟨k⟩/μ, and it rises by the same 11.9 %. The film oscillates as a whole, although its edges are stiffer than its midplane. This holds for polarization normal to the film between ideal electrodes. The interface term of Section 10 adds to the restoring force with and without charge, and lowers the relative rise to 10.8 %. Polarization in the plane of the film is not forced to be uniform and feels a different coefficient: for an isotropic law its local stiffening is bP², from zero at the midplane to 11.9 % of a at the edges.

**12. The example beside a real film**

The susceptibility near 300 is typical of bulk strontium titanate at room temperature; thin films often show less. The assumed vacancy density leaves about one oxygen site in 5000 empty. Oxygen vacancies can also move: their own field drives them towards the electrodes, and the time this takes depends strongly on the hopping barrier. At room temperature, a rough estimate with 10¹² to 10¹³ attempts per second gives between a tenth of a second and a few seconds for a barrier of 0.6 eV, and between hours and days for 0.9 eV. In a simple Boltzmann estimate, vacancies that have come to equilibrium between blocking electrodes give only about a tenth of the uniform rise. The worked figures therefore apply to vacancies that are held in place, or that are measured before they move. Since the rise varies as ρ², a tenfold smaller density at the same thickness would reduce it to about 0.12 % of a. The 0.9 eV barrier describes a capacitor with metallic electrodes of high work function, and should not be carried over to a film on silicon.

The assumption of ideal interfaces matters here: the rough value of Ci adds nearly as much to kapp as the charge does, and lowers the capacitance from 4.75 to about 4.3 μF/cm². Non-uniform charge can matter as much: if the same total charge filled only the middle half of the film, the mean of P², and with it the rise, would double, which adds slightly more than the interface term. The full threefold rise of Section 5 is not reached in this example. With all the charge in a thin sheet at the midplane, the band edge there would come down to about the Fermi level, and electrons would neutralize part of the charge, roughly 7 % in a classical estimate, which is only indicative because the confinement energy in this narrow well, some 20 to 50 meV, is comparable with the thermal energy. Strain and clamping are taken as absorbed in a and b.

The other effects estimated here are smaller for these numbers. The edge field is 0.34 MV/cm, about a third of a rough breakdown field of 1 MV/cm. At zero bias there is no net tunnelling current in equilibrium; direct transmission through the film would in any case carry a factor of about exp(−378) for a tunnelling mass of one electron mass. Under a small measuring voltage, thermal emission over the 0.82 eV barrier at the film edges, with a factor of about exp(−32), matters far more than direct tunnelling, and defects may add further leakage. Image-force lowering, about 0.09 eV for a high-frequency permittivity near 5.5, would raise the thermal factor to about exp(−28).

The vacancies are discrete, so strong fields surround each one. To estimate their effect, place each charge 2e in a neutral sphere of radius 2.9 nm, the volume per vacancy, and cut off the field 0.4 nm from the charge. For an isotropic law E = aP + b|P|²P, the slope along x rises by b(P² + 2Px²), which averages to 5bP²/3 over directions. A plain volume average of this rise gives an addition of about 4 % of the charge-induced rise, and about 9 % if the cutoff is halved. The second figure is an overestimate: near the ion the local stiffening far exceeds a, and the displacement passes around the stiff core. Solving for the response of the spherical cell gives about 3.6 % and 5 %, with little further growth at smaller cutoff. This is an order-of-magnitude figure, because a continuum law is doubtful so close to an ion and the series average does not strictly apply to a three-dimensional pattern.

The numerical output below lists the inputs and results with their units.

Table of computed values

```
Susceptibility without charge: 300
Linear coefficient a: 3.7647e+08 m/F
Cubic coefficient b: 7.00e+09 V m^5/C^3
Film thickness: 50 nm
Net charge number density: 2.00e+19 cm^-3
Charge density rho: 3.2044e+06 C/m^3
Edge polarization: 8.011 uC/cm2
Edge field: 0.338 MV/cm
Centre potential above film edges: 0.399 V
Rise of mean inverse susceptibility: 4.4922e+07 m/F
Rise relative to a: 11.93 %
Rise at film edge: 1.3477e+08 m/F
Mean inverse susceptibility: 4.2139e+08 m/F
Same from Poisson solver: 4.2139e+08 m/F
Effective susceptibility: 268.0
Plain mean of susceptibility: 270.3
Capacitance without charge: 5.313 uF/cm2
Capacitance with charge: 4.746 uF/cm2
Largest relative error, rise tests: 6.2e-06
Largest relative error, bias tests: 6.7e-07
Loss of rise from vacuum term, solver: 1.44 %
Loss of rise, leading estimate: 1.32 %
Rough capacitance per interface: 100 uF/cm2
Interface addition to mean inverse: 4.00e+07 m/F
Interface addition / charge rise: 0.89
Potential drop at each interface: 0.080 V
Rough electrode barrier: 0.9 eV
Rough density-of-states mass: 5 electron masses
Centre band edge above Fermi level: 0.42 eV
Electron density at centre: 2.4e+13 cm^-3
Rough tunnelling mass: 1 electron mass
Tunnelling exponent through film: 378
Vacancy cell radius: 2.88 nm
Near-field inner cutoff: 0.4 nm
Discrete-charge addition / charge rise: 0.04
Rough breakdown field: 1.0 MV/cm
Edge field / breakdown field: 0.34
Rough Curie-Weiss temperature: 35 K
Reference temperature: 300 K
Curie constant from inputs: 79500 K
Heating that raises a equally: 31.6 K
Temperature of use: 358 K
Uncharged susceptibility when hot: 246.1
Charged susceptibility when hot: 224.2
Charge rise relative to hot a: 9.79 %
```
